# The Imaginary Level Shift: Pole-Free Second-Order Energies with Fourth-Order Error

Let the Hamiltonian be divided as $H=H_0+H_1$, and let $|0\rangle$ be a normalized reference function with $H_0|0\rangle=E_0|0\rangle$. In multireference perturbation theory $|0\rangle$ can be, for example, a complete-active-space wave function. Let $|k\rangle$, $k=1,\dots,n$, be orthonormal functions, orthogonal to $|0\rangle$, that span the first-order space: every function coupled to $|0\rangle$ by $H$ lies in their span, and $H_0$ does not lead out of it. Define

$$
A_{kl}=\langle k|H_0-E_0|l\rangle ,\qquad V_k=\langle k|H|0\rangle .
$$

All matrix elements are taken as real, so $A$ is a real symmetric matrix. Since $\langle k|H_0|0\rangle=E_0\langle k|0\rangle=0$, the coupling is also $V_k=\langle k|H_1|0\rangle$. The eigenvalues of $A$ are the energy denominators $\Delta_k$. With this sign convention, a first-order state above the reference in zeroth-order energy has $\Delta_k>0$. Energies are in hartree, written $E_h$.

Insert the expansions $|0\rangle+\lambda|1\rangle+\dots$ and $E_0+\lambda E_1+\lambda^2E_2+\dots$ into the eigenvalue equation of $H_0+\lambda H_1$. The terms linear in $\lambda$ are

$$
(H_0-E_0)|1\rangle=-(H_1-E_1)|0\rangle .
$$

Write $|1\rangle=\sum_l C^{(0)}_l|l\rangle$ and project on $\langle k|$. The term with $E_1$ vanishes by orthogonality, which leaves

$$
A\,C^{(0)}=-V .
$$

The terms in $\lambda^2$, projected on $\langle 0|$, give $E_2=\langle 0|H_1|1\rangle=V^{T}C^{(0)}$. In the eigenbasis of $A$, where $V_k$ from here on denotes the component of $V$ along the $k$th eigenvector whenever it stands next to $\Delta_k$,

$$
C^{(0)}_k=-\frac{V_k}{\Delta_k},\qquad E_2=-\sum_k\frac{V_k^2}{\Delta_k}.
$$

An intruder state is one whose $\Delta_k$ comes close to zero while $V_k\neq0$. Its amplitude and its energy term then grow without limit, however small $V_k$ is. Along a potential curve a denominator may change sign, and the second-order energy then has a pole at that geometry, provided $V_k$ does not vanish there.

A modified amplitude vector can be used in two ways: in $V^TC$, or in a functional that is stationary at the true first-order amplitudes. The second way rests on the Hylleraas functional, which for a possibly complex vector $C$ is

$$
F[C]=2\,\mathrm{Re}(V^{T}C)+C^\dagger A\,C .
$$

Suppose for the moment that $A$ is invertible, and put $C=C^{(0)}+d$. Because $C^{(0)}$ is real and $A$ is real and symmetric,

$$
C^{(0)T}A\,d=(AC^{(0)})^{T}d=-V^{T}d,\qquad d^\dagger AC^{(0)}=-(V^{T}d)^* .
$$

These two cross terms add to $-2\,\mathrm{Re}(V^Td)$ and cancel the linear term $+2\,\mathrm{Re}(V^Td)$. The remaining terms are $2V^TC^{(0)}+C^{(0)T}AC^{(0)}=2V^TC^{(0)}-V^TC^{(0)}=E_2$ and the quadratic one, so

$$
F[C]-E_2=d^\dagger A\,d=\sum_k\Delta_k\,|C_k-C^{(0)}_k|^2 . \tag{1}
$$

An error in the amplitudes enters the energy squared. If all $\Delta_k>0$, then $F[C]$ is an upper bound to $E_2$. With a negative denominator the functional is still stationary, but the bound is lost.

The simplest remedy for an intruder is a real shift $\delta>0$, which replaces $A$ by $A+\delta$ in the amplitude equation. The amplitudes become $-V_k/(\Delta_k+\delta)$, and their error is

$$
-\frac{V_k}{\Delta_k+\delta}+\frac{V_k}{\Delta_k}=\frac{V_k\,\delta}{\Delta_k(\Delta_k+\delta)} .
$$

The energy $V^TC$ therefore has an error linear in $\delta$. By (1), the functional evaluated at these amplitudes has the error

$$
\sum_k\frac{V_k^2\,\delta^2}{\Delta_k(\Delta_k+\delta)^2},
$$

which is of second order. The difficulty at $\Delta_k=0$ has not been removed but moved to $\Delta_k=-\delta$. There the functional diverges as the inverse square of $\Delta_k+\delta$, because it contains the squared amplitude multiplied by a denominator that is not zero.

The imaginary shift moves the pole off the real axis. For $\epsilon>0$ let $Z$ solve

$$
(A+i\epsilon)\,Z=-V .
$$

The eigenvalues of the matrix on the left are $\Delta_k+i\epsilon$, with modulus $\sqrt{\Delta_k^2+\epsilon^2}\ge\epsilon$. Since $A$ has real eigenvalues, the matrix can never be singular. Multiplying numerator and denominator by $\Delta_k-i\epsilon$ gives

$$
Z_k=-\frac{V_k}{\Delta_k+i\epsilon}=-\frac{V_k\Delta_k}{\Delta_k^2+\epsilon^2}+i\,\frac{V_k\,\epsilon}{\Delta_k^2+\epsilon^2}.
$$

The imaginary shift is associated with Forsberg and Malmqvist. The amplitudes used here are the real part,

$$
C_k=-V_k\,\frac{\Delta_k}{\Delta_k^2+\epsilon^2},\qquad C=-A\,(A^2+\epsilon^2)^{-1}V . \tag{2}
$$

This is the replacement of $1/\Delta$ by $\Delta/(\Delta^2+\epsilon^2)$. From $(|\Delta_k|-\epsilon)^2\ge0$ follows $\Delta_k^2+\epsilon^2\ge2\epsilon|\Delta_k|$, so each factor multiplying $V_k$ has magnitude at most $1/(2\epsilon)$. Summing the squares gives $\|C\|\le\|V\|/(2\epsilon)$, whatever the denominators are.

The equation has to be adapted if the first-order functions are not orthonormal. Let them have overlap matrix $S$, with linear dependencies removed, and let primes mark quantities in that basis. An invertible $X$ with $X^TSX=1$ leads to the orthonormal basis, where $A=X^TA'X$, $V=X^TV'$ and $C'=XC$ for any amplitude vector. Then $(A+i\epsilon)Z=-V$ reads $X^T(A'+i\epsilon S)XZ=-X^TV'$, that is, $(A'+i\epsilon S)Z'=-V'$. The shift multiplies the overlap matrix, not the unit matrix.

The uncorrected energy is the coupling contracted with the new amplitudes,

$$
\tilde E=V^TC=-\sum_k\frac{V_k^2\Delta_k}{\Delta_k^2+\epsilon^2}.
$$

Its difference from the unshifted energy follows by bringing each term to a common denominator:

$$
\tilde E-E_2=\sum_kV_k^2\,\frac{(\Delta_k^2+\epsilon^2)-\Delta_k^2}{\Delta_k(\Delta_k^2+\epsilon^2)}
=\sum_k\frac{V_k^2\,\epsilon^2}{\Delta_k(\Delta_k^2+\epsilon^2)} . \tag{3}
$$

The pole is gone from $\tilde E$, at the price of an error that is of second order in $\epsilon$ for the states that needed no shift.

The corrected energy is $E_{\rm corr}=F[C]$, with the unshifted $A$ in the functional. Inserting (2),

$$
E_{\rm corr}=\sum_kV_k^2\left[-\frac{2\Delta_k}{\Delta_k^2+\epsilon^2}+\frac{\Delta_k^3}{(\Delta_k^2+\epsilon^2)^2}\right]
=-\sum_kV_k^2\Delta_k\,\frac{2(\Delta_k^2+\epsilon^2)-\Delta_k^2}{(\Delta_k^2+\epsilon^2)^2},
$$

and therefore

$$
E_{\rm corr}=-\sum_kV_k^2\,\frac{\Delta_k(\Delta_k^2+2\epsilon^2)}{(\Delta_k^2+\epsilon^2)^2}. \tag{4}
$$

The correction itself is $E_{\rm corr}-\tilde E=V^TC+C^TAC$. Term by term this is

$$
V_k^2\,\frac{-\Delta_k(\Delta_k^2+\epsilon^2)+\Delta_k^3}{(\Delta_k^2+\epsilon^2)^2}
=-\frac{\epsilon^2V_k^2\Delta_k}{(\Delta_k^2+\epsilon^2)^2}.
$$

It needs no division by $\Delta_k$, and it can be evaluated from $V$, $A$ and $C$ without diagonalizing $A$.

To find what error is left, subtract $E_2$ from (4). The numerator over the common denominator $\Delta_k(\Delta_k^2+\epsilon^2)^2$ is

$$
(\Delta_k^2+\epsilon^2)^2-\Delta_k^2(\Delta_k^2+2\epsilon^2)
=\Delta_k^4+2\Delta_k^2\epsilon^2+\epsilon^4-\Delta_k^4-2\Delta_k^2\epsilon^2=\epsilon^4 .
$$

Hence, whenever no $\Delta_k$ is zero,

$$
E_{\rm corr}-E_2=\sum_k\frac{V_k^2\,\epsilon^4}{\Delta_k(\Delta_k^2+\epsilon^2)^2}
=\sum_k\frac{V_k^2\epsilon^4}{\Delta_k^5}\left(1+\frac{\epsilon^2}{\Delta_k^2}\right)^{-2}. \tag{5}
$$

Equation (1) shows where the fourth power comes from. The amplitude error is

$$
C_k-C_k^{(0)}=\frac{V_k\,\epsilon^2}{\Delta_k(\Delta_k^2+\epsilon^2)},
$$

already of second order, and multiplying its square by $\Delta_k$ gives (5).

The regime of the fourth-order statement is $|\Delta_k|\gg\epsilon$ for every state that contributes. The error of each term, relative to the magnitude $V_k^2/|\Delta_k|$ of the unshifted term, is $\epsilon^4/(\Delta_k^2+\epsilon^2)^2\approx(\epsilon/\Delta_k)^4$. At fixed $\epsilon$ the absolute error of a term falls as $|\Delta_k|^{-5}$. The comparison is with unshifted second-order theory, not with the exact eigenvalue of $H$, whose distance from second-order theory is a separate matter. For an intruder, (5) diverges as $\Delta_k\to0$. This is the pole of $E_2$ appearing in the difference; $E_{\rm corr}$ stays finite.

Taking the real part of $Z$ before using the functional is essential. For the complex vector,

$$
F[Z]=\sum_kV_k^2\left[-\frac{2\Delta_k}{\Delta_k^2+\epsilon^2}+\frac{\Delta_k}{\Delta_k^2+\epsilon^2}\right]=\tilde E ,
$$

since $|Z_k|^2=V_k^2/(\Delta_k^2+\epsilon^2)$. The functional then returns the uncorrected energy and nothing is gained. The reason is that $Z_k-C_k^{(0)}=i\epsilon V_k/[\Delta_k(\Delta_k+i\epsilon)]$ is linear in $\epsilon$. Its leading part is imaginary, and discarding the imaginary part leaves a quadratic amplitude error.

Now consider (4) for arbitrary real denominators. With $x=\Delta_k/\epsilon$, one term is

$$
-\frac{V_k^2}{\epsilon}\,f(x),\qquad f(x)=\frac{x(x^2+2)}{(x^2+1)^2}.
$$

The denominator of $f$ is at least one for real $x$, so there is no pole. The poles lie at $\Delta_k=\pm i\epsilon$. To find the largest value, differentiate $f$ and remove one common factor $x^2+1$:

$$
f'(x)=\frac{(3x^2+2)(x^2+1)-4x^2(x^2+2)}{(x^2+1)^3}=\frac{2-3x^2-x^4}{(x^2+1)^3}.
$$

The positive root for $x^2$ is $(\sqrt{17}-3)/2$, so $x\approx0.749$, and there $f_{\max}\approx0.787$. The function is odd, rises from zero to this maximum and then falls towards zero as $1/x$. Consequently

$$
|E_{\rm corr}|\le f_{\max}\,\frac{\|V\|^2}{\epsilon}
$$

for every set of real denominators. Moreover, $A^2+\epsilon^2$ has no eigenvalue below $\epsilon^2$, so its inverse is a smooth function of $A$. If $A$ and $V$ vary smoothly with the nuclear coordinates, then so do $C$ in (2) and $E_{\rm corr}=F[C]$, including at a crossing.

Smoothness does not mean that the intruder is described correctly. Near $x=0$, $f(x)\approx2x$, and the contribution is $-2V_k^2\Delta_k/\epsilon^2$, which passes through zero at the crossing. The state is removed there. Compare this with the reference and one state treated alone. The diagonal elements of $H$ for the two differ by $\Delta_k+\langle k|H_1|k\rangle-E_1$. Suppose the first-order part $\langle k|H_1|k\rangle-E_1$ vanishes, so that the state is degenerate with the reference in $H$ itself when $\Delta_k=0$. Measured from the reference energy, the matrix

$$
\begin{pmatrix}0&V_k\\V_k&\Delta_k\end{pmatrix}
$$

has the eigenvalues $\pm|V_k|$ at $\Delta_k=0$, a splitting linear in the coupling that no expression quadratic in $V_k$ contains. If the state is close to the reference in $H$ in this way and $|V_k|$ is not negligible on the energy scale of interest, it has to be treated together with the reference, for instance by enlarging the active space. If the first-order part $W=\langle k|H_1|k\rangle-E_1$ is large in magnitude compared with $|V_k|$, then within this two-state model the vanishing denominator is a defect of $H_0$ and not a degeneracy of $H$, and at $\Delta_k=0$ the root near the reference is about $-V_k^2/W$, a contribution that the shift omits. The two-state model leaves out the coupling through $H_1$ to other first-order states, which can still bring a level of $H$ close to the reference. The shift suits intruders for which the omitted energy is negligible. For $V_k=0.01\,E_h$ that energy is $10\ \mathrm{m}E_h$ in magnitude if $W=0$ and about $1\ \mathrm{m}E_h$ if $|W|=0.1\,E_h$.

A residual feature also remains in the curve. As $\Delta_k$ goes from $+0.749\,\epsilon$ to $-0.749\,\epsilon$, the intruder term rises from $-0.787\,V_k^2/\epsilon$ to $+0.787\,V_k^2/\epsilon$. A larger $\epsilon$ makes this feature lower and broader, while the error (5) of the well-separated states grows as $\epsilon^4$ as long as $\epsilon\ll|\Delta_k|$. The choice of $\epsilon$ balances the two, and a result that changes appreciably with $\epsilon$ signals that some contributing denominator is not large compared with it.

The proof that no pole occurs requires the shift to act on the full matrix $A$. For invertible $A$, (2) is equivalent to $(A+\epsilon^2A^{-1})C=-V$, as multiplication by $A^{-1}(A^2+\epsilon^2)$ shows. Suppose that $A=D+N$, with diagonal part $D$ and off-diagonal part $N$, and that the diagonal alone is regularized:

$$
(D+\epsilon^2D^{-1}+N)\,C=-V .
$$

If $N=0$ this is the same equation. Otherwise the amplitude error obeys $(A+\epsilon^2D^{-1})(C-C^{(0)})=-\epsilon^2D^{-1}C^{(0)}$, so it is still of second order as $\epsilon\to0$ and (1) still gives a fourth-order energy error. If $A$ is positive definite, so is $D$, and the matrix $A+\epsilon^2D^{-1}$ cannot be singular. If $A$ has a negative eigenvalue, the matrix can be singular. Take two states with equal diagonal elements $d$ and off-diagonal element $n$. The eigenvalues of the partly regularized matrix are $d+\epsilon^2/d\pm n$, and one of them vanishes at $n=d+\epsilon^2/d$. For $d=0.5\,E_h$ and $\epsilon=0.1\,E_h$ this is at $n=0.52\,E_h$. Choose $n=0.5201\,E_h$ and $V=(0.1,0)\,E_h$. The eigenvalue is then $-0.0001\,E_h$, and the component of $V$ along its eigenvector $(1,-1)/\sqrt2$ is $0.0707\,E_h$, so the amplitude is about $0.0707/0.0001=707$. With the shift on the full matrix the amplitude norm is $0.153$, below the bound $0.1/(2\times0.1)=0.5$. The functional does not repair the first result, because the eigenvalue of $A$ belonging to that direction is $-0.0201\,E_h$, not zero, and it multiplies the square of the large amplitude.

As a worked example with a diagonal $A$, take two well-separated states with $\Delta=1$ and $2\,E_h$ and couplings $0.10$ and $0.15\,E_h$, and let $\epsilon=0.1\,E_h$. These are round model parameters. Without a shift,

$$
E_2=-\left(\frac{0.01}{1}+\frac{0.0225}{2}\right)E_h=-21.250\ \mathrm{m}E_h .
$$

The uncorrected energy is

$$
\tilde E=-\left(\frac{0.01\times1}{1.01}+\frac{0.0225\times2}{4.01}\right)E_h=-21.123\ \mathrm{m}E_h ,
$$

which is too high by $127\ \mu E_h$ relative to $E_2$. After the correction, (5) gives

$$
E_{\rm corr}-E_2=\left(\frac{0.01\times10^{-4}}{1\times1.01^2}+\frac{0.0225\times10^{-4}}{2\times4.01^2}\right)E_h
=(0.980+0.070)\ \mu E_h=1.05\ \mu E_h .
$$

The leading estimate $\sum_kV_k^2\epsilon^4/\Delta_k^5$ is $1.07\ \mu E_h$. In this example the correction has reduced the error caused by the shift by a factor of about 120. The factor depends on the parameters: dividing a term of (3) by the corresponding term of (5) gives $1+\Delta_k^2/\epsilon^2$, which is 101 and 401 for the two states here.

Now add an intruder with coupling $0.01\,E_h$ and move its denominator $\Delta_1$ through zero. The last column below uses a real shift of the same size, $\delta=0.1\,E_h$, with its amplitudes inserted in the Hylleraas functional. Total second-order energies are in $\mathrm{m}E_h$.

| $\Delta_1/E_h$ | $E_2$ | $\tilde E$ | $E_{\rm corr}$ | real shift |
|---:|---:|---:|---:|---:|
| 0.500 | −21.450 | −21.315 | −21.449 | −21.336 |
| 0.100 | −22.250 | −21.623 | −21.999 | −21.892 |
| 0.010 | −31.250 | −21.222 | −21.446 | −22.877 |
| 0 | undefined | −21.123 | −21.249 | −23.142 |
| −0.010 | −11.250 | −21.024 | −21.052 | −23.488 |
| −0.099 | −20.240 | −20.623 | −20.496 | −10121 |
| −0.200 | −20.750 | −20.723 | −20.769 | −21.142 |

At $\Delta_1=0.5\,E_h$ all denominators are at least five times $\epsilon$, and the corrected energy differs from $E_2$ by $1.35\ \mu E_h$. At $\Delta_1=\epsilon$ the expansion in $\epsilon/\Delta_1$ is of no use: $f(1)=3/4$, so the intruder contributes $-0.75\ \mathrm{m}E_h$ in place of $-1.00\ \mathrm{m}E_h$. At $\Delta_1=0.01\,E_h$ the unshifted intruder term is $-10\ \mathrm{m}E_h$, while the corrected one is about $-0.20\ \mathrm{m}E_h$. At the crossing the corrected total is that of the two other states, $-21.249\ \mathrm{m}E_h$ or $-0.578\ \mathrm{eV}$. In this model the intruder term never exceeds $f_{\max}\times10^{-4}/0.1\,E_h\approx0.787\ \mathrm{m}E_h$ in magnitude.

The row at $-0.099\,E_h$ shows the displaced pole of the real shift. There $\Delta_1+\delta=0.001\,E_h$ and the intruder amplitude is $-0.01/0.001=-10$. Its part of the functional is $2(0.01)(-10)+(-0.099)(100)=-10.1\,E_h$. The imaginary shift has no such point. In the last row $E_{\rm corr}$ lies below $E_2$, as (5) allows when a denominator is negative.

The numerical check also measures the orders on a dense five-state matrix whose denominators lie between 1 and $3.5\,E_h$. Halving $\epsilon$ from $0.04$ to $0.02\,E_h$ gives error powers of $1.999$ for $\tilde E$ and $3.997$ for $E_{\rm corr}$. The small departures from 2 and 4 come from the factors $(1+\epsilon^2/\Delta_k^2)^{-1}$ and $(1+\epsilon^2/\Delta_k^2)^{-2}$ in (3) and (5). For a real shift with the functional the power is $1.951$, further from its limit 2 because the corresponding factor $(1+\delta/\Delta_k)^{-2}$ departs from one already in first order. Doubling the matrix $A$ at fixed $\epsilon$ reduces the corrected error with the power $4.997$ of the denominators, in agreement with the $|\Delta|^{-5}$ law.

## Numbers as computed

```
DENSE TEST PROBLEM
Delta (Eh): [1.  1.4 2.  2.7 3.5]  V (Eh): [0.1  0.08 0.12 0.07 0.09]
E2 from linear solve      -0.02590053 Eh
E2 from exact eigenvalue  -0.02590053 Eh
Measured power of the shift in the error (0.04 -> 0.02 Eh):
  imaginary, uncorrected  1.999
  imaginary, corrected    3.997
  real, uncorrected       0.978
  real, corrected         1.951
Inverse power of Delta in corrected error  4.997
Peak of corrected term: Delta/eps = 0.7494, height = 0.7872 V^2/eps
Peak of uncorrected term: Delta/eps = 1.0000, height = 0.5000 V^2/eps
WORKED EXAMPLE
eps = real shift = 0.10 Eh
Benign Delta (Eh): [1. 2.]  V (Eh): [0.1  0.15]
Intruder V = 0.01 Eh
Benign states only:
  unshifted energy    -21.25000 mEh
  uncorrected energy  -21.12294 mEh
  corrected energy    -21.24895 mEh
  uncorrected error   127.065 microEh
  corrected error     1.050 microEh
  leading eps^4 error 1.070 microEh
Largest intruder term 0.7872 mEh
All three states, energies in mEh:
Delta_1/Eh   unshifted  uncorrected  corrected  real,corrected
   0.500      -21.4500     -21.3152   -21.4487       -21.3363
   0.200      -21.7500     -21.5229   -21.7289       -21.5863
   0.100      -22.2500     -21.6229   -21.9989       -21.8918
   0.010      -31.2500     -21.2219   -21.4460       -22.8774
   0.001     -121.2500     -21.1329   -21.2689       -23.1122
   0.000     undefined     -21.1229   -21.2489       -23.1418
  -0.001       78.7500     -21.1129   -21.2290       -23.1723
  -0.010      -11.2500     -21.0239   -21.0519       -23.4875
  -0.099      -20.2399     -20.6230   -20.4965    -10121.1418
  -0.200      -20.7500     -20.7229   -20.7689       -21.1418
Corrected energy at Delta_1 = 0: -0.57821 eV
DIAGONAL-ONLY REGULARIZATION (two coupled states)
diagonal 0.5000 Eh, off-diagonal 0.5201 Eh, eps 0.10 Eh
V (Eh): [0.1 0. ]  eigenvalues of A (Eh): [-0.0201  1.0201]
amplitude norm, shift on full matrix  0.1529
bound |V|/(2 eps)                     0.5000
amplitude norm, diagonal only         707.11
```
